# Atomic ZORA: gauge independence, matrix symmetrization, and collapse near linear dependence, part 2

Scalar ZORA (zeroth-order regular approximation), here "full ZORA", has \(H=\mathbf p\cdot K[v]\,\mathbf p+v\), \(K[v]=\frac{c^2}{2c^2-v}\), in Hartree atomic units with \(\mathbf p=-i\nabla\) and energies counted from \(c^2\). It is gauge dependent: for a real normalized eigenfunction \(\psi\), a constant shift \(v\to v+\Delta\) gives

\[ \frac{d\varepsilon}{d\Delta}=1+\int\frac{c^2}{(2c^2-v)^2}\,|\nabla\psi|^2\,d^3r. \tag{2} \]

\[ \frac{d\varepsilon}{d\Delta}-1\approx\frac{\langle T\rangle}{2c^2}. \tag{3} \]

Here \(\langle T\rangle\) is the nonrelativistic kinetic energy.

Atomic ZORA uses \(K_a=K[v_a]\), with \(v_a\) the fixed potential of free atom \(a\), \(v_a(\infty)=0\). Real normalized basis functions \(\varphi_j\), with overlap matrix \(S\), are owned by atoms \(a(j)\); \(\psi=\sum_jc_j\varphi_j\):

\[ \hat t\,\varphi_j:=\mathbf p\cdot K_{a(j)}\,\mathbf p\,\varphi_j . \tag{4} \]

Projection gives the non-Hermitian problem \((T+V)c=\varepsilon Sc\), \(V_{ij}=\int\varphi_i v\varphi_j\). With \(b=a(j)\), the strong and weak forms are

\[ T_{ij}=-\int\varphi_i\Big[K_b\nabla^2\varphi_j+\frac{dK_b}{dr_b}\,\hat{\mathbf r}_b\cdot\nabla\varphi_j\Big]d^3r,\qquad \frac{dK_b}{dr_b}=\frac{c^2}{(2c^2-v_b)^2}\frac{dv_b}{dr_b}. \tag{6} \]

\[ T_{ij}=G^{a(j)}_{ij},\qquad G^a_{ij}=\int K_a\,\nabla\varphi_i\cdot\nabla\varphi_j\,d^3r . \tag{7} \]

For \(c\to\infty\), \(K_a\to\tfrac12\) and \(T\to T_{\rm NR}\). Under \(v\to v+\Delta\), levels and the self-consistent \(N\)-electron energy obey

\[ (T+V+\Delta S)\,c=\varepsilon Sc+\Delta Sc=(\varepsilon+\Delta)\,S\,c . \tag{8} \]

\[ E\to E+N\Delta . \tag{9} \]

Split \(T=T_s+A\) into symmetric and antisymmetric parts:

\[ T_{s,ij}=\int\tfrac12\big(K_{a(i)}+K_{a(j)}\big)\nabla\varphi_i\cdot\nabla\varphi_j,\qquad A_{ij}=\int\tfrac12\big(K_{a(j)}-K_{a(i)}\big)\nabla\varphi_i\cdot\nabla\varphi_j . \tag{11} \]

\[ K_b-K_a=c^2\,\frac{(2c^2-v_a)-(2c^2-v_b)}{(2c^2-v_a)(2c^2-v_b)}=\frac{c^2(v_b-v_a)}{(2c^2-v_a)(2c^2-v_b)}\approx\frac{v_b-v_a}{4c^2}. \tag{12} \]

For real \(c\), \(c^{\rm T}Tc=c^{\rm T}T_sc\); stationary energy requires, with \(H_s=T_s+V\),

\[ H_sc=\varepsilon Sc,\qquad H_s=T_s+V . \tag{13} \]

Shifting all \(v_a\to v_a+\delta\) at fixed \(v\) gives slopes again near \(\langle T\rangle/2c^2\):

\[ \frac{d\varepsilon}{d\delta}=\sum_{ij}c_ic_j\int\tfrac12\big(K'_{a(i)}+K'_{a(j)}\big)\nabla\varphi_i\cdot\nabla\varphi_j\,d^3r,\qquad K'_a=\frac{c^2}{(2c^2-v_a)^2}. \tag{10} \]

Let \(C\) hold the eigenvectors of (13), \(C^{\rm T}SC=1\), \(\mathcal A=C^{\rm T}AC\). Non-Hermitian levels \(\varepsilon_n^{\rm NH}\) and right-eigenvector overlaps (first order) are

\[ \varepsilon_n^{\rm NH}-\varepsilon_n=-\sum_{m\ne n}\frac{\mathcal A_{mn}^2}{\varepsilon_n-\varepsilon_m}+O(\mathcal A^4). \tag{15} \]

\[ c_1^{\rm T}Sc_2=\frac{\mathcal A_{21}}{\varepsilon_1-\varepsilon_2}+\frac{\mathcal A_{12}}{\varepsilon_2-\varepsilon_1}=\frac{2\mathcal A_{12}}{\varepsilon_2-\varepsilon_1}. \tag{16} \]

Two close levels with mean \(\bar\varepsilon\), gap \(g\), coupling \(a\) obey

\[ \det\begin{pmatrix}\bar\varepsilon-g/2-E&a\\-a&\bar\varepsilon+g/2-E\end{pmatrix}=(\bar\varepsilon-E)^2-\frac{g^2}{4}+a^2=0,\qquad E=\bar\varepsilon\pm\sqrt{\frac{g^2}{4}-a^2}. \tag{17} \]

It remains to ask whether \(T_s\) represents a true operator.

## 8. The symmetrized matrix is not the matrix of an operator

A Hermitian matrix suggests a Hermitian operator, the same for all bases, and a lower bound on the energy that no basis can break. The suggestion is false here, although within one fixed basis the lowest level of (13) is still the minimum of the energy expression. The matrix of a true operator transforms as \(U^{\rm T}TU\) under every change of basis \(\varphi'_j=\sum_k\varphi_kU_{kj}\). Atomic ZORA does so when \(U\) mixes only functions of the same atom: then \(a(k)=a(j)\) in every term, \(T'_{ij}=\sum_{lk}U_{li}G^{a(j)}_{lk}U_{kj}=\sum_{lk}U_{li}G^{a(k)}_{lk}U_{kj}=(U^{\rm T}TU)_{ij}\), and for invertible \(U\) the levels do not change. Rotation and hybridization on one centre are therefore harmless. A contraction on one centre does change the levels, but only because it restricts the space of functions, as it would for a true operator. If \(U\) mixes atoms, as a symmetric orthogonalization of the whole basis does, the new functions have no owner, and giving them one defines a different matrix. The matrix must be built in the atom-centred basis and transformed afterwards.

For two atoms, split an orbital by ownership, \(\psi=\psi_a+\psi_b\), where \(\psi_a\) collects the terms with \(a(j)=a\). From (7), and because \(c^{\rm T}T_sc=c^{\rm T}Tc\),

\[ T_s[\psi]=\sum_{ij}c_ic_jG^{a(j)}_{ij}=\int\nabla\psi\cdot\big(K_a\nabla\psi_a+K_b\nabla\psi_b\big). \]

Define \(\bar K=\tfrac12(K_a+K_b)\), \(D=\tfrac12(K_a-K_b)\) and \(d=\psi_a-\psi_b\). Then \(K_a=\bar K+D\), \(K_b=\bar K-D\), the bracket equals \(\bar K\nabla\psi+D\nabla d\), and

\[ T_s[\psi]=\int\bar K\,|\nabla\psi|^2+\int D\,\nabla\psi\cdot\nabla d . \tag{18} \]

The first term depends on \(\psi\) alone and is positive. The second depends on how \(\psi\) was divided between the atoms and is linear in \(d\). In a basis far from linear dependence, \(\psi\) determines its coefficients stably, \(d\) is at most a moderate multiple of \(\psi\) in size, and the second term is a normal part of the relativistic correction. If the basis can represent nearly the same function on both atoms, \(d\) can be made huge at almost fixed \(\psi\), with either sign, and a term linear in \(d\) has no lower bound. The same fact shows pointwise. The integrand is a quadratic form in \((\nabla\psi_a,\nabla\psi_b)\) with matrix elements \(K_a,\bar K,\bar K,K_b\), and its determinant is \((\bar K+D)(\bar K-D)-\bar K^2=-D^2\), negative wherever \(K_a\ne K_b\).

## 9. Collapse near linear dependence

A two-function model makes this explicit. Let \(f,g\) be normalized and independent, with overlap \(s\). Take the basis \(\varphi_1=f\), owned by \(a\), and \(\varphi_2=f+\eta g\), owned by \(b\). For every \(\eta\neq0\) the span is that of \(f\) and \(g\), so a true operator would have levels independent of \(\eta\). Write \(X_{fg}=\int X\,\nabla f\cdot\nabla g\) for any function \(X\). From (11),

\[ T_{11}=(K_a)_{ff},\qquad T_{12}=\bar K_{ff}+\eta\bar K_{fg},\qquad T_{22}=(K_b)_{ff}+2\eta(K_b)_{fg}+\eta^2(K_b)_{gg}. \]

A congruence applied to both \(T_s\) and \(S\) leaves the generalized eigenvalues unchanged, so transform to \(f=\varphi_1\), \(g=(\varphi_2-\varphi_1)/\eta\). The \(ff\) element is \(T_{11}\). The mixed element is

\[ \frac{T_{12}-T_{11}}{\eta}=\frac{(\bar K-K_a)_{ff}}{\eta}+\bar K_{fg}=-\frac{D_{ff}}{\eta}+\bar K_{fg}. \]

In the \(gg\) element \((T_{22}-2T_{12}+T_{11})/\eta^2\), the terms without \(\eta\) are \((K_b-2\bar K+K_a)_{ff}=0\), the terms linear in \(\eta\) are \(2\eta(K_b-\bar K)_{fg}=-2\eta D_{fg}\), and the quadratic term is \(\eta^2(K_b)_{gg}\). So, exactly,

\[ T_s=\begin{pmatrix}(K_a)_{ff}&\bar K_{fg}\\ \bar K_{fg}&(K_b)_{gg}\end{pmatrix}-\frac1\eta M,\qquad M=\begin{pmatrix}0&D_{ff}\\D_{ff}&2D_{fg}\end{pmatrix},\qquad S=\begin{pmatrix}1&s\\s&1\end{pmatrix}. \tag{19} \]

For small \(\eta>0\) the second term dominates, and the lowest eigenvalue is \(\lambda_{\min}=-\mu/\eta+O(1)\), where \(\mu\) is the largest root of \(\det(\mu S-M)=\mu(\mu-2D_{fg})-(\mu s-D_{ff})^2=0\), that is

\[ (1-s^2)\,\mu^2+2\,(sD_{ff}-D_{fg})\,\mu-D_{ff}^2=0 . \tag{20} \]

The product of the roots is \(-D_{ff}^2/(1-s^2)<0\), so one root is positive whenever \(D_{ff}\ne0\), whatever the signs. The kinetic energy goes to \(-\infty\) as \(\eta\to0\). The potential is a true operator, its matrix in the \((f,g)\) basis does not depend on \(\eta\), and so the lowest level of \(H_s\) collapses in the same way. The overlap matrix of the original pair has determinant \((1+2\eta s+\eta^2)-(1+\eta s)^2=\eta^2(1-s^2)\) and trace near 2, so its small eigenvalue is about \(\eta^2(1-s^2)/2\).

The root of the trouble is the ownership rule (4), and the unsymmetrized form suffers from it too. There \(\hat tg=[\mathbf p\cdot K_b\mathbf p(f+\eta g)-\mathbf p\cdot K_a\mathbf pf]/\eta\), whose \(1/\eta\) part fills only the second column, with entries \(-2D_{ff}\) and \(-2D_{fg}\). The determinant condition for that part is \(\lambda(\lambda+2D_{fg})-\lambda s(2D_{ff}+\lambda s)=0\), with the nonzero root \(2(sD_{ff}-D_{fg})/(1-s^2)\). One level diverges as this number divided by \(\eta\), upward or downward according to its sign.

Atomic ZORA therefore has no basis-independent complete-basis limit, and lowering of the energy on enlarging the basis is not proof of improvement. It is a prescription for a well-conditioned, atom-centred basis. The kinetic form turns negative when \(\mu/\eta\) reaches the size of the ordinary kinetic energies. Errors in the levels that matter on a chemical scale appear well before that, because \(M/\eta\) already shifts the levels as a perturbation (numbers in part 10). For a core function of an atom with nuclear charge \(Z\), lengths scale as \(1/Z\), so the potential and the kinetic energy both scale as \(Z^2\). By (12), \(D\approx(v_a-v_b)/8c^2\), so \(D_{ff}\) and \(\mu\) scale as \(Z^4/c^2\), and their ratio to the kinetic energy as \(Z^2/c^2\). By this estimate, which the program does not test, core functions of heavy atoms reach the sign change at milder linear dependence than those of light ones.

## 10. Worked example: LiH

The chosen inputs are a bond length \(R=3.015\) bohr, the cc-pVDZ basis with 19 functions, and \(c=137.035999\), so \(2c^2=37557.73\) hartree. The free atoms are self-consistent, spherical, spin-unpolarized ZORA-LDA atoms (Slater exchange, VWN correlation), with levels Li 1s \(-1.878830\), Li 2s \(-0.105546\) and H 1s \(-0.233474\) hartree in a set of 16 s Gaussians. A denser set lowers Li 1s by \(4\times10^{-6}\) and Li 2s by \(1\times10^{-6}\) hartree and moves the molecular levels below by up to \(3\times10^{-6}\) hartree, while their relativistic corrections keep the digits shown. Except in the self-consistent test, the molecular potential is the fixed model \(v=v_{\rm Li}+v_{\rm H}\).

**Matrix elements.** The largest magnitude among the elements of the relativistic correction \(T-T_{\rm NR}\) is \(5.7186\times10^{-4}\) hartree. The largest element of \(A\) belongs to \(i=\) Li \(d_{xz}\), \(j=\) H \(p_x\) (the pair \(d_{yz}\), \(p_y\) is equal to it by symmetry). The element with column on H uses \(K_{\rm H}\) and is \(-3.39943\times10^{-6}\). The transposed one uses \(K_{\rm Li}\) and is \(-1.08380\times10^{-6}\) hartree. Hence

\[ A_{ij}=\tfrac12(-3.39943+1.08380)\times10^{-6}=-1.1578\times10^{-6},\qquad (T_s-T_{\rm NR})_{ij}=\tfrac12(-3.39943-1.08380)\times10^{-6}=-2.2416\times10^{-6}. \]

The two elements differ by a factor of three, so \(|A_{ij}|\) is about half of the symmetrized correction, as (12) allows. In this basis the largest asymmetry lies between polarization functions, but the Li core is not exempt: the element between Li 1s and H \(p_z\) is nearly as large.

**Levels.** In hartree:

| level | nonrelativistic | full ZORA | atomic ZORA, \(H_s\) |
|---|---|---|---|
| 1σ | −2.01304572 | −2.01362839 | −2.01361546 |
| 2σ | −0.45714054 | −0.45716013 | −0.45715659 |

The atomic-ZORA corrections are \(-5.6974\times10^{-4}\) and \(-1.605\times10^{-5}\) hartree. These numbers belong to the cc-pVDZ basis and are not converged with respect to it: with cc-pVTZ the levels drop by about \(0.9\times10^{-3}\) and \(3.1\times10^{-3}\) hartree, the corrections become \(-5.48\times10^{-4}\) and \(-1.85\times10^{-5}\) hartree, and the largest element of \(A\) becomes \(3.25\times10^{-6}\) hartree in magnitude. Full ZORA lies lower by \(1.293\times10^{-5}\) hartree for 1σ. This difference is mostly the gauge error at work. The 1σ level lies \(-2.013628+1.878830=-0.134798\) hartree from the free Li 1s level. Reading this as the average potential of H over the Li core (an estimate, since the atomic and molecular bases differ) and multiplying by the excess slope \(9.545\times10^{-5}\) found below gives \(-1.287\times10^{-5}\) hartree, close to the actual difference.

**Gauge shift.** To avoid adding \(\Delta S\) by hand, the shift is produced physically, by six equal charges at distance \(L=2000\) bohr from the bond centre along \(\pm x,\pm y,\pm z\). For an electron energy \(\Delta=0.5\) hartree at the centre each charge is \(-\Delta L/6=-166.6667\). In the expansion \(1/|\mathbf r-\mathbf P|=\sum_lr^lL^{-l-1}P_l(\cos\gamma)\) the odd \(l\) cancel between opposite charges, and \(l=2\) cancels because \(\sum_{k=1}^3\tfrac12(3\cos^2\gamma_k-1)=\tfrac12(3-3)=0\), so the potential is constant up to relative order \((r/L)^4\). The atomic-ZORA levels move by \(\Delta\) to within \(4.2\times10^{-12}\) hartree, in the symmetrized form (all levels) and in the non-Hermitian form (the σ levels). In full ZORA the 1σ level moves by \(\Delta+4.77268\times10^{-5}\) hartree. Equation (2) gives an excess slope \(9.54525\times10^{-5}\), and \(0.5\times9.54525\times10^{-5}=4.77263\times10^{-5}\). The remainder is of relative order \(\Delta/2c^2\approx10^{-5}\), the second-order term in \(\Delta\). The estimate (3) is \(3.58598/37557.73=9.54792\times10^{-5}\). For 2σ the excess shift is \(7.12385\times10^{-6}\) hartree, the slope \(1.42476\times10^{-5}\), and the estimate \(0.53517/37557.73=1.4249\times10^{-5}\). The reference-shift slopes (10) of atomic ZORA are \(9.54531\times10^{-5}\) and \(1.42477\times10^{-5}\), almost the same numbers, as part 4 says. The self-consistent LDA energy is \(-7.9143265\) hartree without the charges and \(-5.9143265\) with them (their interaction with the nuclei left out). The difference is \(2.0000000=4\times0.5\), as in (9). The absolute energy is a cc-pVDZ value (cc-pVTZ gives \(-7.9192\) hartree), and it depends on the integration grid at the level of \(10^{-6}\) hartree.

**Effect of \(A\).** The Frobenius norm of \(A\) is \(3.1621\times10^{-6}\) hartree. Halving \(c\) at fixed \(v_a\) multiplies it by 3.9991, against 4 for a pure \(c^{-2}\) law. The small deficit comes from the \(v\) in the denominators of (12). The level shifts \(\varepsilon^{\rm NH}-\varepsilon\) are \(9.27040\times10^{-13}\) hartree for 1σ and \(1.53636\times10^{-13}\) for 2σ, both from exact roots and from (15), and halving \(c\) multiplies them by 15.988 and 15.998, against 16. In this basis they are eight to nine orders of magnitude below the relativistic corrections. They grow with the basis: cc-pVTZ gives about \(5.1\times10^{-12}\) and \(2.0\times10^{-12}\) hartree, seven to eight orders below. The coupling of the two occupied levels is \(|\mathcal A_{12}|=2.09360\times10^{-7}\) hartree across a gap of 1.556459 hartree. It contributes \((2.09360\times10^{-7})^2/1.556459=2.82\times10^{-14}\) hartree, upward for 1σ and downward for 2σ, so most of each shift comes from empty levels, which pull both upward. The overlap (16) is \(2\times2.09360\times10^{-7}/1.556459=2.69021\times10^{-7}\) in magnitude, and the directly computed vectors give \(2.69020\times10^{-7}\). In a two-level block with \(a=1.1578\times10^{-6}\) hartree and \(g=0.9\times2a\), (17) gives \(|{\rm Im}\,E|=a\sqrt{1-0.81}=5.047\times10^{-7}\) hartree, and for \(g=1.1\times2a\) the levels are real.

**Split dependence.** With \(a=\) Li and \(b=\) H, the relativistic part of (18) for 2σ has \(-9.79292\times10^{-6}\) from \(\bar K-\tfrac12\) and \(-6.25232\times10^{-6}\) from \(D\), in sum \(-1.60452\times10^{-5}\) hartree, which matches the level correction \(-1.605\times10^{-5}\) as first-order theory requires. The ownership-dependent term carries 39 percent of it. The basis is healthy: the smallest overlap eigenvalue is \(2.5463\times10^{-2}\) and the smallest eigenvalue of \(T_s\) relative to \(S\) is \(+0.03692\) hartree.

**Collapse.** Take \(f,g\) as the first two Li s functions and assign \(f+\eta g\) to H, an artificial stand-in for an H basis rich enough to imitate the Li core. Then \(D_{ff}=-2.79415\times10^{-4}\), \(D_{fg}=9.23603\times10^{-5}\) hartree and \(s=-0.154993\). The coefficients of (20) are \(1-s^2=0.975977\), \(2(sD_{ff}-D_{fg})=8.66147\times10^{-5}-1.847206\times10^{-4}=-9.81059\times10^{-5}\), and \(D_{ff}^2=7.80727\times10^{-8}\). The discriminant is \(9.6248\times10^{-9}+3.04789\times10^{-7}=3.14414\times10^{-7}\), with root \(5.60726\times10^{-4}\), so

\[ \mu=\frac{9.81059\times10^{-5}+5.60726\times10^{-4}}{2\times0.975977}=3.37524\times10^{-4}\ \text{hartree}. \]

| \(\eta\) | smallest overlap eigenvalue | \(\lambda_{\min}\) (hartree) | \(-\mu/\eta\) (hartree) |
|---|---|---|---|
| \(10^{-1}\) | \(4.94\times10^{-3}\) | 0.117588 | −0.00337524 |
| \(10^{-2}\) | \(4.89\times10^{-5}\) | 0.119464 | −0.0337524 |
| \(10^{-3}\) | \(4.88\times10^{-7}\) | 0.118703 | −0.337524 |
| \(10^{-4}\) | \(4.88\times10^{-9}\) | −1.54080 | −3.37524 |
| \(10^{-5}\) | \(4.88\times10^{-11}\) | −31.3926 | −33.7524 |
| \(10^{-6}\) | \(4.88\times10^{-13}\) | −335.114 | −337.524 |

The overlap column follows \(\eta^2(1-s^2)/2=0.488\,\eta^2\). The asymptote \(-\mu/\eta\) is useless for \(\eta\ge10^{-3}\), where the first matrix in (19) still dominates, and \(\lambda_{\min}\) first rises slightly before it falls. This is allowed: by (19) the Rayleigh quotient of each fixed vector is linear in \(1/\eta\), the minimum of linear functions is concave, and a concave function may rise once and then fall. The rise already shows the dependence on ownership, since the span never changes. The sign changes between \(\eta=10^{-3}\) and \(10^{-4}\), and the offset from the asymptote settles near \(337.524-335.114=2.41\) hartree, the \(O(1)\) term. At \(\eta=10^{-9}\) the value is \(-3.37522\times10^5\) against \(-3.37524\times10^5\). For this pair of functions the sign change lies at an overlap eigenvalue between \(4.88\times10^{-7}\) and \(4.88\times10^{-9}\), some five to seven orders of magnitude under the smallest one of the LiH basis. The sign change is not the onset of the error. Measured against the same span with both functions owned by Li, the lowest level of \(H_s\) in this two-function model is off by \(+6\times10^{-5}\) hartree at \(\eta=10^{-1}\), by \(+2.7\times10^{-4}\) at \(\eta=10^{-2}\) (about half the 1σ relativistic correction), by \(-2.6\times10^{-3}\) at \(\eta=3\times10^{-3}\), and by \(-3.8\times10^{-2}\) at \(\eta=10^{-3}\), where \(\lambda_{\min}\) still looks normal. With the same numbers the diverging root of the unsymmetrized form is \(-9.81059\times10^{-5}/0.975977=-1.005\times10^{-4}\) hartree divided by \(\eta\), also downward. This last value follows from the formula of part 9 and is not among the tested ones.

## 11. What the numerical check tests

The numerical check builds the relativistic part \(T-T_{\rm NR}\) twice (the nonrelativistic part is analytic), from the strong form (6) with second derivatives of the basis functions and from the weak form (7). The two agree to \(2.1\times10^{-10}\) hartree, and the on-site blocks of the strong form are confirmed to be symmetric. The gauge statements (8) and (9) are tested with analytic integrals over the six distant charges, the second self-consistent run starting from a different guess. The slope (2) is compared with the actual shift of the full-ZORA levels, and (10) with a central difference in the zero of the reference potentials. Equation (15) is compared with roots of \(\det(H-\varepsilon S)\) found in 40-digit arithmetic at \(c\) and \(c/2\), (16) with eigenvectors of the non-symmetric problem, (17) with direct diagonalization, (18) with the matrix quadratic form, and (20) with the exact two-function problem in the original, nearly dependent basis.

## Calculated quantities

```
c = 137.035999 au; 2c^2 = 37557.73 hartree; R = 3.015 bohr; nao = 19
free atoms: Li 1s -1.878830, Li 2s -0.105546, H 1s -0.233474 hartree
max|T-T_NR| = 5.7186e-04, max|A| = 1.1578e-06 hartree
strong vs weak form, max diff = 2.1e-10 hartree
largest A: i=0 Li 3dxz, j=1 H 2px
  (T-T_NR)_ij = -3.39943e-06, (T-T_NR)_ji = -1.08380e-06 hartree
1sigma: NR -2.01304572, ZORA -2.01362839, atomic ZORA sym -2.01361546 hartree
2sigma: NR -0.45714054, ZORA -0.45716013, atomic ZORA sym -0.45715659 hartree
cage: Delta = 0.5 hartree, L = 2000 bohr, charge each = -166.6667 e
max|shift-Delta|: sym 4.2e-12, non-Hermitian 4.2e-12 hartree
1sigma ZORA: shift-Delta 4.77268e-05 hartree, slope-1 9.54525e-05
  <T>_NR 3.58598 hartree, <T>/2c^2 9.54792e-05, reference-shift slope 9.54531e-05
2sigma ZORA: shift-Delta 7.12385e-06 hartree, slope-1 1.42476e-05
  <T>_NR 0.53517 hartree, <T>/2c^2 1.42492e-05, reference-shift slope 1.42477e-05
LDA SCF: E = -7.9143265, with cage -5.9143265, difference 2.0000000 hartree
||A||_F = 3.1621e-06 hartree; ratio c/2 over c = 3.9991 (ideal 4)
1sigma eps_NH-eps_sym: exact 9.27040e-13, PT2 9.27040e-13 hartree
  ratio c/2 over c = 15.988 (ideal 16)
2sigma eps_NH-eps_sym: exact 1.53636e-13, PT2 1.53636e-13 hartree
  ratio c/2 over c = 15.998 (ideal 16)
|A_12| = 2.09360e-07 hartree, gap = 1.556459 hartree
|right-vector overlap|: direct 2.69020e-07, formula 2.69021e-07
two-level, a = max|A|, g = 0.9*2a: max|Im eps| = 5.0468e-07 hartree
two-level, a = max|A|, g = 1.1*2a: max|Im eps| = 0.0000e+00 hartree
2sigma T_s-T_NR: mean-K term -9.79292e-06, D term -6.25232e-06, sum -1.60452e-05 hartree
LiH basis: min eig S = 2.5463e-02, min eig (T_s,S) = 0.03692 hartree
D_ff = -2.79415e-04, D_fg = 9.23603e-05 hartree, S_fg = -0.154993
mu = 3.37524e-04 hartree
eta 1e-01: min S 4.94e-03, lambda_min 1.17588e-01, -mu/eta -3.37524e-03 hartree
eta 1e-02: min S 4.89e-05, lambda_min 1.19464e-01, -mu/eta -3.37524e-02 hartree
eta 1e-03: min S 4.88e-07, lambda_min 1.18703e-01, -mu/eta -3.37524e-01 hartree
eta 1e-04: min S 4.88e-09, lambda_min -1.54080e+00, -mu/eta -3.37524e+00 hartree
eta 1e-05: min S 4.88e-11, lambda_min -3.13926e+01, -mu/eta -3.37524e+01 hartree
eta 1e-06: min S 4.88e-13, lambda_min -3.35114e+02, -mu/eta -3.37524e+02 hartree
eta 1e-09: min S 4.88e-19, lambda_min -3.37522e+05, -mu/eta -3.37524e+05 hartree
```
